# Vibrational contribution to C6 from infrared intensities, with CO2 as example: a program that tests the result

```python
"""Vibrational part of the dispersion coefficient C6, tested on CO2.

Result under test (Hartree atomic units, c = speed of light):
    C6 = (3/pi) * integral_0^inf alpha(iu)^2 du,  alpha = electronic + vibrational
    vibrational alpha(0) = (c^2/pi) * sum_k A_k / w_k^2
    vibrational C6      ~= (3 c^2/pi) * alpha_el(0) * sum_k A_k / w_k
A_k: infrared absorption cross-section of mode k integrated over wavenumber,
w_k: its angular frequency. Every response is written as a set of poles,
alpha(iu) = sum_n f_n / (w_n^2 + u^2), with strengths f_n.
Electronic structure: LDA (Slater exchange, VWN correlation), aug-cc-pVDZ.
"""
import numpy as np
from scipy import constants as const
from pyscf import gto, dft, ao2mo

XC = "lda,vwn"
AMU = const.atomic_mass / const.m_e
BOHR = const.physical_constants["Bohr radius"][0]
HARTREE_CM = const.physical_constants[
    "hartree-inverse meter relationship"][0] / 100
C_LIGHT = 1 / const.fine_structure


def close(a, b, tol):
    return np.allclose(a, b, rtol=tol, atol=0)


def run_co2(bond, shift=(0, 0, 0), field=0.0, guess=None):
    """SCF for O-C-O along z, carbon displaced by shift, field along z.

    Returns total energy (with field coupling), dipole vector, SCF object."""
    mol = gto.M(atom=[("C", shift), ("O", (0, 0, bond)), ("O", (0, 0, -bond))],
                unit="Bohr", basis="aug-cc-pvdz", verbose=0)
    position = mol.intor("int1e_r")
    nuclear_dipole = mol.atom_charges() @ mol.atom_coords()
    mf = dft.RKS(mol)
    mf.xc = XC
    mf.chkfile = None
    mf.conv_tol = 1e-10
    mf.conv_tol_grad = 1e-6
    core = mf.get_hcore() + field * position[2]
    mf.get_hcore = lambda *args: core
    energy = mf.kernel(dm0=guess) - field * nuclear_dipole[2]
    assert mf.converged
    dipole = nuclear_dipole - np.einsum("xij,ji->x", position, mf.make_rdm1())
    return energy, dipole, mf


def electronic_poles(mf):
    """Frequencies and x, y, z strengths from adiabatic LDA linear response."""
    mol, dm = mf.mol, mf.make_rdm1()
    occ = mf.mo_coeff[:, mf.mo_occ > 0]
    vir = mf.mo_coeff[:, mf.mo_occ == 0]
    gap = (mf.mo_energy[mf.mo_occ == 0][None, :]
           - mf.mo_energy[mf.mo_occ > 0][:, None]).ravel()
    kernel = np.array(ao2mo.general(mol.intor("int2e", aosym="s8"),
                                    (occ, vir, occ, vir), compact=False))
    for start in range(0, len(mf.grids.weights), 4000):
        part = slice(start, start + 4000)
        ao = dft.numint.eval_ao(mol, mf.grids.coords[part])
        rho = dft.numint.eval_rho(mol, ao, dm)
        fxc = np.asarray(dft.libxc.eval_xc(XC, rho, deriv=2)[2][0]).reshape(-1)
        pair = ((ao @ occ)[:, :, None] * (ao @ vir)[:, None, :]
                ).reshape(len(ao), -1)
        kernel += pair.T @ (pair * (mf.grids.weights[part] * fxc)[:, None])
    stiffness = np.diag(gap) + 4 * kernel
    trans = np.einsum("xpq,pi,qa->xia", mol.intor("int1e_r"), occ, vir,
                      optimize=True).reshape(3, -1)
    root = np.sqrt(gap)
    squares, vectors = np.linalg.eigh(root[:, None] * stiffness * root)
    assert squares[0] > 0
    strengths = 4 * ((trans * root) @ vectors) ** 2
    # Pole sum against a direct solution of the response equations.
    u = 0.3
    direct = 4 * np.sum(trans.T * np.linalg.solve(
        stiffness + np.diag(u**2 / gap), trans.T), axis=0)
    assert close(direct, (strengths / (squares + u**2)).sum(axis=1), 1e-7)
    return np.sqrt(squares), strengths


def alpha(u, f, w):
    return (f / (w**2 + np.atleast_1d(u)[:, None] ** 2)).sum(axis=1)


def c6_poles(fa, wa, fb, wb):
    return 1.5 * np.sum(np.outer(fa / wa, fb / wb) / np.add.outer(wa, wb))


LOG_STEP = 0.02
U_GRID = np.exp(np.arange(-20, 14, LOG_STEP))


def c6_quadrature(fa, wa, fb, wb):
    product = alpha(U_GRID, fa, wa) * alpha(U_GRID, fb, wb)
    return 3 / np.pi * LOG_STEP * np.sum(U_GRID * product)


# Equilibrium bond length from a parabola through three energies.
trial, step = 2.21, 0.03
guess, scan = None, []
for r in (trial - step, trial, trial + step):
    e, _, mf = run_co2(r, guess=guess)
    guess = mf.make_rdm1()
    scan.append(e)
bond = trial + step * (scan[0] - scan[2]) / (
    2 * (scan[0] - 2 * scan[1] + scan[2]))
assert abs(bond - trial) < step
e_ref, dip_ref, mf_ref = run_co2(bond, guess=guess)
guess = mf_ref.make_rdm1()
assert np.max(np.abs(dip_ref)) < 1e-4

# Antisymmetric stretch and bend: carbon moves against the two oxygens.
mass_c, mass_o = 12.0, 15.995
m_red = AMU * 2 * mass_o * mass_c / (2 * mass_o + mass_c)
s_str, s_bend = 0.04, 0.08
e_s, dip_s, _ = run_co2(bond, (0, 0, s_str), guess=guess)
e_b, dip_b, _ = run_co2(bond, (s_bend, 0, 0), guess=guess)
force = np.array([2 * (e_s - e_ref) / s_str**2, 2 * (e_b - e_ref) / s_bend**2])
charge = np.array([dip_s[2] / s_str, dip_b[0] / s_bend])
w_vib = np.sqrt(force / m_red)
degeneracy = np.array([1, 2])
f_vib = degeneracy * charge**2 / (3 * m_red)

# Reduced mass against diagonalization of the mass-weighted force matrix.
pattern = np.array([1, -0.5, -0.5]) / np.sqrt(
    AMU * np.array([mass_c, mass_o, mass_o]))
for k_mode, w_mode in zip(force, w_vib):
    top = np.linalg.eigvalsh(k_mode * np.outer(pattern, pattern))[-1]
    assert close(np.sqrt(top), w_mode, 1e-9)

# Electronic response, checked by the dipole induced with clamped nuclei.
w_el, f_axes = electronic_poles(mf_ref)
f_el = f_axes.mean(axis=0)
alpha_axes = (f_axes / w_el**2).sum(axis=1)
field = 0.01
e_clamped, dip_field, _ = run_co2(bond, field=field, guess=guess)
alpha_zz_field = dip_field[2] / field
assert close(alpha_zz_field, alpha_axes[2], 0.01)

# Relaxation polarizability from energies of displaced molecules in the field.
h = 0.03
e_plus = run_co2(bond, (0, 0, h), field, guess)[0]
e_minus = run_co2(bond, (0, 0, -h), field, guess)[0]
slope = (e_plus - e_minus) / (2 * h)
curvature = (e_plus - 2 * e_clamped + e_minus) / h**2
relax_field = 2 * (slope**2 / (2 * curvature)) / field**2
relax_formula = charge[0] ** 2 / force[0]
assert close(relax_field, relax_formula, 0.02)

# Vibrational pole from a diagonalized oscillator, for two occupied levels.
x = np.linspace(-9, 9, 451)
dx = x[1] - x[0]
ham = np.diag(1 / dx**2 + x**2 / 2) - (
    np.eye(len(x), k=1) + np.eye(len(x), k=-1)) / (2 * dx**2)
levels, states = np.linalg.eigh(w_vib[0] * ham)
dipole_op = charge[0] / np.sqrt(m_red) * x / np.sqrt(w_vib[0])
for start_level in (0, 2):
    moments = states.T @ (dipole_op * states[:, start_level])
    de = levels - levels[start_level]
    for u in (0.0, 0.01):
        keep = np.arange(len(x)) != start_level
        sos = np.sum(2 * de[keep] * moments[keep] ** 2 / (de[keep]**2 + u**2))
        assert close(sos, charge[0]**2 / m_red / (w_vib[0]**2 + u**2), 3e-3)

# Infrared intensities: SI formula against an integrated absorption line.
intensity = (const.N_A / (12 * const.epsilon_0 * const.c**2)
             * degeneracy * charge**2 / m_red
             * const.e**2 / const.m_e) / 1000          # km/mol
area = intensity * 1000 / (const.N_A * BOHR)           # bohr per molecule
for f_k, w_k, a_k in zip(f_vib, w_vib, area):
    log_w = np.arange(-12, 12, 5e-4)
    w = w_k * np.exp(log_w)
    damping = 0.01 * w_k
    im_alpha = (f_k / (w_k**2 - w**2 - 1j * damping * w)).imag
    sigma = 4 * np.pi * w / C_LIGHT * im_alpha
    line = np.sum(sigma * w) * 5e-4 / (2 * np.pi * C_LIGHT)
    assert close(line, a_k, 1e-3)

# Static polarizabilities and the three parts of C6.
a_el = alpha(0.0, f_el, w_el)[0]
a_modes = C_LIGHT**2 / np.pi * area / w_vib**2
a_vib = a_modes.sum()
assert close(a_vib, (relax_formula + 2 * charge[1]**2 / force[1]) / 3, 1e-6)
c_ee = c6_poles(f_el, w_el, f_el, w_el)
c_ev_modes = np.array([2 * c6_poles(f_el, w_el, f_vib[k:k+1], w_vib[k:k+1])
                       for k in range(2)])
c_ev = c_ev_modes.sum()
c_vv = c6_poles(f_vib, w_vib, f_vib, w_vib)
assert close(c6_quadrature(f_el, w_el, f_el, w_el), c_ee, 1e-5)
assert close(2 * c6_quadrature(f_el, w_el, f_vib, w_vib), c_ev, 1e-5)
assert close(c6_quadrature(f_vib, w_vib, f_vib, w_vib), c_vv, 1e-4)

# Estimate from intensities: an upper bound that is nearly reached.
estimate = 3 * C_LIGHT**2 / np.pi * a_el * np.sum(area / w_vib)
assert c_ev < estimate < 1.05 * c_ev

# Effective frequencies and the ratio formula.
omega_el = 4 * c_ee / (3 * a_el**2)
omega_vib = np.sum(a_modes * w_vib) / a_vib
ratio = a_vib / a_el
ratio_formula = 4 * ratio * omega_vib / omega_el
assert close(ratio_formula, c_ev / c_ee, 0.05)

# C6 from zero-point energies of two coupled molecules (one electronic pole).
w_all = np.append(w_vib, omega_el)
f_all = np.append(f_vib, a_el * omega_el**2)
distance = 40.0
shift_energy = 0.0
for geometry in (1, 1, -2):
    coupling = geometry / distance**3 * np.sqrt(np.outer(f_all, f_all))
    dynamic = np.block([[np.diag(w_all**2), coupling],
                        [coupling.T, np.diag(w_all**2)]])
    modes = np.sqrt(np.linalg.eigvalsh(dynamic))
    shift_energy += 0.5 * (modes.sum() - 2 * w_all.sum())
assert close(-shift_energy * distance**6,
             c6_poles(f_all, w_all, f_all, w_all), 1e-3)

# Polarizability ratio at which one mode would double C6.
break_even = -2 + np.sqrt(4 + omega_el / omega_vib)
f_one, w_one = np.array([a_el * omega_el**2]), np.array([omega_el])
f_big = np.array([break_even * a_el * omega_vib**2])
w_big = np.array([omega_vib])
extra = (2 * c6_quadrature(f_one, w_one, f_big, w_big)
         + c6_quadrature(f_big, w_big, f_big, w_big))
assert close(extra, c6_quadrature(f_one, w_one, f_one, w_one), 0.02)

# Part of the electronic integral inside the vibrational window.
nodes, weights = np.polynomial.legendre.leggauss(20)
u_window = w_vib[0] * (nodes + 1) / 2
window = 3 / np.pi * w_vib[0] / 2 * np.sum(
    weights * alpha(u_window, f_el, w_el)**2) / c_ee
drop = 1 - alpha(w_vib[0], f_el, w_el)[0] / a_el
assert window < 0.05 and drop < 0.01

c_total = c_ee + c_ev + c_vv
share_alpha = a_vib / (a_el + a_vib)
share_c6 = (c_ev + c_vv) / c_total
assert share_alpha > 0.05 and share_c6 < 0.1 * share_alpha


def show(label, value, unit, form=".4f"):
    print(f"{label}: {value:{form}} {unit}".rstrip())


show("mass of C", mass_c, "u", ".3f")
show("mass of O", mass_o, "u", ".3f")
show("C-O bond length", bond, "bohr")
show("reduced mass", m_red, "m_e", ".1f")
for k, name in enumerate(("stretch", "bend")):
    show(f"{name} force constant", force[k], "hartree/bohr^2")
    show(f"{name} dipole derivative dmu/ds", charge[k], "e")
    show(f"{name} frequency", w_vib[k], "hartree", ".6f")
    show(f"{name} wavenumber", w_vib[k] * HARTREE_CM, "cm^-1", ".0f")
    show(f"{name} intensity (all components)", intensity[k], "km/mol", ".1f")
    show(f"{name} integrated cross-section", area[k], "bohr", ".4e")
    show(f"{name} strength f", f_vib[k], "a.u.", ".4e")
    show(f"{name} part of alpha_v(0)", a_modes[k], "a.u.")
    show(f"{name} part of C_ev", c_ev_modes[k], "a.u.")
show("sum of electronic strengths", f_el.sum(), "a.u.", ".2f")
show("alpha_e perpendicular", alpha_axes[0], "a.u.", ".3f")
show("alpha_e parallel, response", alpha_axes[2], "a.u.", ".3f")
show("alpha_e parallel, finite field", alpha_zz_field, "a.u.", ".3f")
show("field used", field, "a.u.", ".3f")
show("parallel relaxation, formula", relax_formula, "a.u.")
show("parallel relaxation, field energies", relax_field, "a.u.")
show("alpha_e(0), mean", a_el, "a.u.", ".3f")
show("alpha_v(0), mean", a_vib, "a.u.", ".3f")
show("alpha_v(0)/alpha_e(0)", 100 * ratio, "%", ".2f")
show("vibrational share of total alpha(0)", 100 * share_alpha, "%", ".2f")
show("C_ee", c_ee, "a.u.", ".2f")
show("C_ev", c_ev, "a.u.")
show("C_vv", c_vv, "a.u.", ".5f")
show("C6 total", c_total, "a.u.", ".2f")
show("estimate of C_ev from intensities", estimate, "a.u.")
show("vibrational share of C6", 100 * share_c6, "%", ".3f")
show("effective electronic frequency", omega_el, "hartree")
show("mean vibrational frequency", omega_vib, "hartree", ".6f")
show("C_ev/C_ee, exact pole sum", 100 * c_ev / c_ee, "%", ".3f")
show("C_ev/C_ee, ratio formula", 100 * ratio_formula, "%", ".3f")
show("part of C_ee from u < stretch freq.", 100 * window, "%", ".2f")
show("drop of alpha_e at u = stretch freq.", 100 * drop, "%", ".3f")
show("break-even alpha_v/alpha_e", break_even, "", ".2f")
print("every check passed")
```

Printed output:

```
mass of C: 12.000 u
mass of O: 15.995 u
C-O bond length: 2.2128 bohr
reduced mass: 15907.5 m_e
stretch force constant: 1.9118 hartree/bohr^2
stretch dipole derivative dmu/ds: 2.1974 e
stretch frequency: 0.010963 hartree
stretch wavenumber: 2406 cm^-1
stretch intensity (all components): 539.4 km/mol
stretch integrated cross-section: 1.6928e-08 bohr
stretch strength f: 1.0118e-04 a.u.
stretch part of alpha_v(0): 0.8419 a.u.
stretch part of C_ev: 0.4717 a.u.
bend force constant: 0.1381 hartree/bohr^2
bend dipole derivative dmu/ds: 0.4464 e
bend frequency: 0.002947 hartree
bend wavenumber: 647 cm^-1
bend intensity (all components): 44.5 km/mol
bend integrated cross-section: 1.3970e-09 bohr
bend strength f: 8.3503e-06 a.u.
bend part of alpha_v(0): 0.9615 a.u.
bend part of C_ev: 0.1466 a.u.
sum of electronic strengths: 16.76 a.u.
alpha_e perpendicular: 12.544 a.u.
alpha_e parallel, response: 26.900 a.u.
alpha_e parallel, finite field: 26.920 a.u.
field used: 0.010 a.u.
parallel relaxation, formula: 2.5257 a.u.
parallel relaxation, field energies: 2.5260 a.u.
alpha_e(0), mean: 17.329 a.u.
alpha_v(0), mean: 1.803 a.u.
alpha_v(0)/alpha_e(0): 10.41 %
vibrational share of total alpha(0): 9.43 %
C_ee: 156.26 a.u.
C_ev: 0.6183 a.u.
C_vv: 0.01351 a.u.
C6 total: 156.89 a.u.
estimate of C_ev from intensities: 0.6271 a.u.
vibrational share of C6: 0.403 %
effective electronic frequency: 0.6938 hartree
mean vibrational frequency: 0.006689 hartree
C_ev/C_ee, exact pole sum: 0.396 %
C_ev/C_ee, ratio formula: 0.401 %
part of C_ee from u < stretch freq.: 2.01 %
drop of alpha_e at u = stretch freq.: 0.035 %
break-even alpha_v/alpha_e: 8.38
every check passed
```
